# Finite-Volume Poisson Solver for Gate Stacks with Harmonic-Mean Face Permittivities

## Result

Divide a layered dielectric into cells $i=1,\dots,N$, each with width $h_i$ and constant permittivity $\varepsilon_i$, so that every material interface lies on a cell face. Between neighbouring cell centres use the face permittivity

$$
\varepsilon_{f}=\frac{(h_i+h_{i+1})/2}{r_i+r_{i+1}},\qquad r_i=\frac{h_i}{2\varepsilon_i}.
$$

This is the distance-weighted harmonic mean. Without charge, the finite-volume equations then return the exact potential at every cell centre and the exact displacement at every face, for any cell widths and apart from rounding. One cell per layer is enough.

Equal displacement on all faces does not by itself confirm this choice. Any conservative scheme produces equal face fluxes when there is no charge, whatever face permittivity it uses. The harmonic mean makes their common value correct.

The result extends to charge that is constant within each cell and to sheet charge on faces, if a known shift is removed from the computed potentials and each sheet is divided correctly between its neighbouring cells.

## Model and conventions

The coordinate $x$ runs from the gate electrode at $x=0$ to the back electrode. The displacement is $D=-\varepsilon\,d\phi/dx$, positive away from the gate, and Gauss's law is $dD/dx=\rho$. The electrodes have potentials $V$ and $0$. Thus $V$ is the drop across the dielectric alone; work functions, semiconductor charge and quantum corrections are outside the model. The permittivities do not depend on the field, and lateral variation is neglected.

Face $i$ lies between cells $i$ and $i+1$; faces $0$ and $N$ are the electrodes. The quantity $r_i$ is the elastance of half a cell, in m²/F: the voltage drop per unit displacement. The elastances between adjacent potential points are

$$
s_0=r_1,\qquad s_i=r_i+r_{i+1}\quad(1\le i<N),\qquad s_N=r_N,
$$

and $g_i=1/s_i$ are the corresponding conductances of the network, in F/m².

## Derivation

**Charge balance.** Let $D_i^-$ and $D_i^+$ be the displacements just left and right of face $i$. They differ only if the face carries a sheet charge $\sigma_i$:

$$
D_i^+-D_i^-=\sigma_i .
$$

Integrating Gauss's law over the interior of cell $i$ gives

$$
D_i^- - D_{i-1}^+=\rho_i h_i. \tag{1}
$$

**Potential drop.** In the right half of cell $i$, at distance $y$ to the left of face $i$, the displacement is $D_i^- -\rho_i y$. Since $-d\phi/dx=D/\varepsilon$, the drop from the centre to the face potential $\phi_{f,i}$ is

$$
\phi_i-\phi_{f,i}=\frac1{\varepsilon_i}\int_0^{h_i/2}(D_i^- -\rho_i y)\,dy
=D_i^- r_i-c_i,\qquad c_i=\frac{\rho_i h_i^2}{8\varepsilon_i}.
$$

In the left half of cell $i+1$, at distance $y$ to the right of the face, the displacement is $D_i^+ +\rho_{i+1}y$. Therefore

$$
\phi_{f,i}-\phi_{i+1}=D_i^+r_{i+1}+c_{i+1}.
$$

Add the two drops, which removes the face potential, and collect the charge terms with the centre potentials by defining $u_i=\phi_i+c_i$:

$$
u_i-u_{i+1}=D_i^-r_i+D_i^+r_{i+1}. \tag{2}
$$

Without charge, $u_i=\phi_i$ and $D_i^-=D_i^+=D$. Equation (2) becomes $\phi_i-\phi_{i+1}=D(r_i+r_{i+1})$. Writing the same relation as $D=\varepsilon_f(\phi_i-\phi_{i+1})/d$, with $d=(h_i+h_{i+1})/2$, gives the stated harmonic mean. It expresses two dielectric half-cells in series.

**Sheet charge.** Define the network flux $F_i=g_i(u_i-u_{i+1})$ and the fraction $w_i=r_{i+1}/s_i$. Substituting $D_i^+=D_i^-+\sigma_i$ in (2) and dividing by $s_i$ gives

$$
F_i=D_i^-+w_i\sigma_i,
\qquad
D_i^-=F_i-w_i\sigma_i,
\qquad
D_i^+=F_i+(1-w_i)\sigma_i .
$$

Insert the last two expressions in (1), using the second at face $i$ and the third at face $i-1$:

$$
F_i-F_{i-1}=q_i,\qquad
q_i=\rho_i h_i+w_i\sigma_i+(1-w_{i-1})\sigma_{i-1}. \tag{3}
$$

A sheet therefore gives the fraction $w_i$ of its charge to the left cell and the remainder to the right. The nearer centre, measured in elastance, receives more. If $\varepsilon_{i+1}\to\infty$, then $r_{i+1}\to0$ and the right cell receives the whole sheet, because its centre is then at the interface potential.

**Electrodes.** The half-cell drops derived above give $V-u_1=D_0r_1$ at the gate and $u_N-0=D_Nr_N$ at the back. With $u_0=V$ and $u_{N+1}=0$, the definition of $F_i$ thus also covers the electrode faces. There are no sheets on these faces in (3), so $\sigma_0=\sigma_N=0$; the surface charges of the electrodes are part of the solution.

**Linear system.** Writing out the fluxes in (3) gives

$$
-g_{i-1}u_{i-1}+(g_{i-1}+g_i)u_i-g_iu_{i+1}=q_i. \tag{4}
$$

The true potentials, shifted by $c_i$, satisfy every one of these equations. To show that no other solution exists, set both electrode potentials to zero, multiply the left side of (4) by $u_i$ and sum over cells. Each interior conductance contributes $g_iu_i(u_i-u_{i+1})$ from one row and $g_iu_{i+1}(u_{i+1}-u_i)$ from the next. Hence

$$
u^{\mathsf T}Au=g_0u_1^2+\sum_{i=1}^{N-1}g_i(u_i-u_{i+1})^2+g_Nu_N^2 .
$$

All $g_i$ are positive, so this vanishes only for $u=0$. The matrix is positive definite, its solution is unique, and the computed $u_i$ must be the true shifted potentials. This proves exactness without an expansion in cell width.

## Pseudocode

The input is the mesh, the charges and the gate potential. Sheet charges are zero on faces that carry none.

```
for i = 1..N:
    r[i] = h[i] / (2*eps[i])
    q[i] = rho[i]*h[i]
    c[i] = rho[i]*h[i]^2 / (8*eps[i])

g[0] = 1/r[1];  g[N] = 1/r[N]
for i = 1..N-1:
    g[i] = 1/(r[i] + r[i+1])
    w[i] = r[i+1]*g[i]
    q[i]   += w[i]*sigma[i]
    q[i+1] += (1-w[i])*sigma[i]

for i = 1..N:  a[i] = g[i-1] + g[i]
q[1] += g[0]*V
for i = 2..N:
    m = g[i-1]/a[i-1]
    a[i] -= m*g[i-1]
    q[i] += m*q[i-1]

u[N] = q[N]/a[N]
for i = N-1 down to 1:
    u[i] = (q[i] + g[i]*u[i+1])/a[i]

u[0] = V;  u[N+1] = 0
for i = 0..N:    F[i] = g[i]*(u[i] - u[i+1])
for i = 1..N:    phi[i] = u[i] - c[i]
for i = 1..N-1:
    D_left[i]  = F[i] - w[i]*sigma[i]
    D_right[i] = F[i] + (1-w[i])*sigma[i]
    phi_face[i] = u[i] - D_left[i]*r[i]
```

The last line follows from $\phi_{f,i}=\phi_i+c_i-D_i^-r_i$. Interface potentials therefore need no interpolation.

## Cost and stability

Storage and work are proportional to $N$. Elimination and back substitution together take about eight arithmetic operations per cell.

No pivoting is needed. The first pivot satisfies $a_1=g_0+g_1>g_1$. If $a_{i-1}>g_{i-1}$, the next one is

$$
a_i=g_i+g_{i-1}\left(1-\frac{g_{i-1}}{a_{i-1}}\right)>g_i .
$$

By induction all pivots are positive and all multipliers $m$ lie between zero and one.

On a fine mesh the computed displacement loses relative accuracy for two reasons. Rounding errors accumulate in the potentials during the solution, and the subtraction $u_i-u_{i+1}$ magnifies their relative effect because the drop per face shrinks. With 1400 cells in the stack below, the largest relative error of the displacement, from all rounding together, was $3.6\times10^{-12}$. This is harmless here, but refinement cannot improve a result that is already exact on the coarse mesh.

If the charges are prescribed, the subtraction can be avoided. From (3), $F_i=F_0+\sum_{j\le i}q_j$. The sum of all drops is $V=\sum_i s_iF_i$, so

$$
V=RF_0+\sum_{j=1}^{N}q_jS_j,\qquad
R=\sum_{i=0}^{N}s_i,\qquad S_j=\sum_{i=j}^{N}s_i. \tag{5}
$$

Here $S_j$ is the elastance from centre $j$ to the back electrode. Equation (5) gives $F_0=D_0$ directly, and the other fluxes follow by addition.

## Worked stack without charge

The model layers have thicknesses 1.0, 2.0 and 0.5 nm and relative permittivities 10, 20 and 4. The dielectric drop is 1 V. With one cell per layer, the four elastances are 5.647, 11.294, 12.706 and 7.059 m²/F. Their sum is $R=36.706$ m²/F, and with all $q_j=0$ equation (5) gives

$$
D=\frac{1\ \mathrm V}{36.706\ \mathrm{m^2/F}}=0.02724\ \mathrm{C/m^2}.
$$

The centre potentials follow by subtracting successive drops:

$$
\begin{aligned}
\phi_1&=1-5.647\times0.02724=0.846\ \mathrm V,\\
\phi_2&=0.846-11.294\times0.02724=0.538\ \mathrm V,\\
\phi_3&=0.538-12.706\times0.02724=0.192\ \mathrm V.
\end{aligned}
$$

The interface potentials are 0.692 and 0.385 V. The fields $D/\varepsilon$ are 0.308, 0.154 and 0.769 V/nm. The thinnest layer has the largest field because it has the lowest permittivity, and it takes 0.385 V of the total drop.

The elastances in $R$ combine into whole layers, $R=\sum_k t_k/\varepsilon_k$, where $t_k$ is a layer thickness. The capacitance per area is $C=D/V=1/R=0.02724$ F/m², or 2.724 µF/cm². With the conventional reference permittivity $3.9\varepsilon_0$, the equivalent thickness is

$$
t_{\rm eq}=\frac{3.9\varepsilon_0}{C}
=3.9\left(\frac{1.0}{10}+\frac{2.0}{20}+\frac{0.5}{4}\right)\mathrm{nm}
=1.2675\ \mathrm{nm}.
$$

Two tests support the exactness claim. In rational arithmetic, on a mesh with 2, 5 and 3 cells in the successive layers, all face displacements were identical to each other and to $V/R$. In floating-point arithmetic, the potentials and displacements on three meshes agreed with a separate layer-by-layer integration of the differential equations.

## Failure modes without charge

**Arithmetic mean.** For equal cell width $h$ and neighbouring permittivities $a$ and $b$, the correct elastance exceeds the arithmetic-mean value by

$$
\frac h2\left(\frac1a+\frac1b\right)-\frac{2h}{a+b}
=h\,\frac{(a+b)^2-4ab}{2ab(a+b)}
=\frac{h(a-b)^2}{2ab(a+b)}.
$$

Let $M$ be the sum of this deficit over the interfaces. The computed displacement is $V/(R-M)$, so its relative error is $M/(R-M)$. It is positive and of first order in $h$. For $b\gg a$ the deficit tends to $h/(2a)$: the arithmetic mean effectively removes the half-cell of low permittivity.

At $h=0.25$ nm, multiplying elastances by $\varepsilon_0$ gives $\varepsilon_0M=0.00208+0.01667=0.01875$ nm and $\varepsilon_0R=0.325$ nm. The error is $0.01875/0.30625=6.12\%$, mostly from the interface between permittivities 20 and 4. Successive halving of $h$ reduces it to 2.97%, 1.46% and 0.73%. At each width the displacement is still uniform across the stack.

**Unweighted harmonic mean.** The formula $2ab/(a+b)$ is correct for equal cell widths. For unequal widths its elastance differs from the correct one by

$$
\frac{h_i+h_{i+1}}4\left(\frac1a+\frac1b\right)-\frac{h_i}{2a}-\frac{h_{i+1}}{2b}
=\frac{h_{i+1}-h_i}{4}\left(\frac1a-\frac1b\right).
$$

The sign depends on which material has the wider cell. On the mesh with 2, 5 and 3 cells per layer, the displacement is 3.11% too small.

**Interface inside a cell.** With ten equal cells of 0.35 nm, neither interface lies on a face. If each cell takes the permittivity found at its centre, the layers acquire thicknesses of 1.05, 2.10 and 0.35 nm. Then $\varepsilon_0R$ falls from 0.325 to 0.2975 nm, and the displacement is 9.24% too large. The harmonic mean cannot repair the misplaced interfaces. Without charge, the remedy is to use

$$
s_i=\int_{x_i}^{x_{i+1}}\frac{dx}{\varepsilon(x)},
$$

where $x_i$ is a cell centre, with the corresponding integrals to the electrodes. This is the exact drop per unit displacement even if an interface lies between a centre and a face. It restored the exact potentials and displacement in the test on this mesh.

## Worked stack with charge

Now give the middle layer a uniform density of $-2\times10^{25}$ elementary charges per m³, and its boundary with the last layer a positive sheet of $10^{17}$ elementary charges per m². The integrated volume charge is $-0.00641$ C/m² and the sheet is $\sigma=0.01602$ C/m².

With one cell per layer, the left cell receives the fraction $w=7.059/12.706=0.5556$ of the sheet. Hence

$$
\begin{aligned}
q_2&=-0.00641+0.5556\times0.01602=0.00249\ \mathrm{C/m^2},\\
q_3&=0.4444\times0.01602=0.00712\ \mathrm{C/m^2}.
\end{aligned}
$$

The elastances to the back electrode are $S_2=19.765$ and $S_3=7.059$ m²/F. Equation (5) gives

$$
D_0=\frac{1-0.00249\times19.765-0.00712\times7.059}{36.706}
=0.0245\ \mathrm{C/m^2}.
$$

The charge lowers the displacement at the gate from its uncharged value of 0.0272 C/m², because the sum of $q_jS_j$ in (5) is positive. The sign of the net charge alone does not decide this, since charge nearer the gate has a larger weight $S_j$. Across the middle layer, the negative volume charge reduces $D$ from 0.02453 to 0.01812 C/m². At the sheet it rises to 0.03415 C/m², and the jump equals $\sigma$. The field in the last layer is then 0.964 V/nm, or 9.6 MV/cm, comparable with the breakdown field of silicon dioxide (roughly 10 MV/cm). The numbers illustrate the electrostatics only: the model ignores tunnelling, leakage and breakdown, and it assigns a bulk permittivity even to the 0.5 nm layer. "Displacement continuity" therefore applies to interfaces without free sheet charge.

The solver variable in the middle cell is $u_2=0.5844$ V and the shift is $c_2=-0.0090$ V, so the physical centre potential is $\phi_2=u_2-c_2=0.5934$ V. Leaving out this correction would put the potential 9 mV too low, although the face displacements would remain correct. The shift falls as $h^2$ when the cell is refined.

Dividing the sheet equally moves the charge $(1/2-w)\sigma$ from the right cell to the left. Since $S_i-S_{i+1}=s_i$, equation (5) gives the resulting change

$$
\Delta D_0=-\frac{\sigma s_i}{R}\left(\frac12-w\right)
=\frac{\sigma(r_{i+1}-r_i)}{2R}.
$$

Here it is $3.1\times10^{-4}$ C/m², about 1.3% of $D_0$. It vanishes when the two half-cells have equal elastance, and it decreases linearly if both cells are refined together.

With fixed charge, $D_0/V$ is no longer the capacitance, except when $\sum_j q_jS_j$ happens to vanish. Differentiating (5) at constant $q_j$ gives $dD_0/dV=1/R$, so the differential capacitance and the equivalent thickness are unchanged.

If the charge varies within a cell, $c_i$ no longer gives its exact contribution to the half-cell drops. If it depends nonlinearly on the potential, equation (4) becomes nonlinear and must be solved by iteration. The conservation law (3) can still be satisfied in both cases. If each cell is given its average charge density, however, the computed potentials and displacements are in general only approximate, and refining the mesh is useful again. For a density in the middle layer that rises linearly from zero with the same total charge as above, $D_0$ is off by 1.1% with one cell per layer, and the error falls as $h^2$. A prescribed $\rho(x)$ can still be treated exactly by regarding each slice $\rho\,dx$ as a sheet and dividing it between the two neighbouring potential points by elastance, as in (3). The solution of (4) is then the exact centre potential with no shift, and $F_i$ is the elastance-weighted mean of $D$ between the two points. The numerical output lists the values for both stacks and the averaging errors.

## Computed values

```
UNCHARGED STACK, one cell per layer
Dielectric voltage drop [V]: 1.000
Layer 1: thickness 1.000 nm, relative permittivity 10.0
Layer 2: thickness 2.000 nm, relative permittivity 20.0
Layer 3: thickness 0.500 nm, relative permittivity 4.0
Face 0 elastance [m^2/F]: 5.647045
Face 1 elastance [m^2/F]: 11.294091
Face 2 elastance [m^2/F]: 12.705852
Face 3 elastance [m^2/F]: 7.058807
Interface 1 weighted relative permittivity: 15.000000
Interface 2 weighted relative permittivity: 11.111111
Cell 1 centre potential [V]: 0.846154
Cell 2 centre potential [V]: 0.538462
Cell 3 centre potential [V]: 0.192308
Interface 1 potential [V]: 0.692308
Interface 2 potential [V]: 0.384615
Common displacement [C/m^2]: 0.02724365
Layer 1 electric field [V/nm]: 0.307692
Layer 2 electric field [V/nm]: 0.153846
Layer 3 electric field [V/nm]: 0.769231
Capacitance per area [F/m^2]: 0.02724365
Capacitance per area [uF/cm^2]: 2.724365
Reference relative permittivity: 3.9
Equivalent thickness [nm]: 1.267500
AVERAGING ERRORS
Arithmetic, h=0.25000 nm: D error [%] 6.12245
Arithmetic, h=0.12500 nm: D error [%] 2.97030
Arithmetic, h=0.06250 nm: D error [%] 1.46341
Arithmetic, h=0.03125 nm: D error [%] 0.72639
Uneven mesh, cells in layers 1, 2, 3: 2, 5, 3
Unweighted harmonic mean, uneven mesh: D error [%] -3.10559
Misaligned mesh cell width [nm]: 0.35000
Centre-sampled misaligned mesh: D error [%] 9.24370
Weighted mean, 1400 cells: max relative D error 3.6e-12
CHARGED STACK, one cell per layer
Sheet number density [1/m^2]: 1.000e+17
Sheet charge [C/m^2]: 0.01602177
Middle-layer signed number density [1/m^3]: -2.000e+25
Middle-layer charge density [C/m^3]: -3.204353e+06
Middle-layer integrated charge [C/m^2]: -0.00640871
Sheet fraction assigned to left cell: 0.555556
Cell 1: u 0.861465 V, phi 0.861465 V
Cell 2: u 0.584395 V, phi 0.593443 V
Cell 3: u 0.241025 V, phi 0.241025 V
Middle-cell shift u-phi [V]: -0.009048
Gate-side displacement [C/m^2]: 0.02453228
Displacement left of sheet [C/m^2]: 0.01812357
Displacement right of sheet [C/m^2]: 0.03414534
Potential at sheet [V]: 0.482051
Equal-split gate displacement error [C/m^2]: 0.00030811
```
